# Normalization, Asymptotic Phase and Wronskian of the Coulomb Wave Functions

An electron and a positron, each meeting a proton with centre-of-mass energy 0.2 hartree (5.44 eV), obey radial equations that differ in one sign. Normalize both s waves to unit amplitude at large distance. The density at the proton, relative to that of a free wave, is then 9.93 for the electron and $4.83\times10^{-4}$ for the positron. The ratio, $2.058\times10^{4}$, equals $e^{2\pi|\eta|}$, where $|\eta|=1.5807$ is the reciprocal of the relative speed in atomic units. The factor connects the behaviour of the wave at the origin with its behaviour at infinity, and it comes from the same contour integral that yields the asymptotic phase and the Wronskian.

## Setting and definitions

Two spinless point charges $Z_1e$, $Z_2e$ with reduced mass $\mu$ move without relativity at energy $E=\hbar^2k^2/2\mu>0$. With $\psi=r^{-1}u(r)Y_{lm}$,

$$-\frac{\hbar^2}{2\mu}\frac{d^2u}{dr^2}+\left[\frac{\hbar^2l(l+1)}{2\mu r^2}+\frac{Z_1Z_2e^2}{4\pi\epsilon_0r}\right]u=Eu .$$

Division by $E$ and the substitution $\rho=kr$ give

$$u''+\left[1-\frac{2\eta}{\rho}-\frac{l(l+1)}{\rho^2}\right]u=0,\qquad \eta=\frac{Z_1Z_2e^2\mu}{4\pi\epsilon_0\hbar^2k}=\frac{Z_1Z_2e^2}{4\pi\epsilon_0\hbar v},\tag{1}$$

with $v=\hbar k/\mu$ and a prime for $d/d\rho$. The parameter $\eta$ is real, negative for attraction, and equal to $Z_1Z_2\mu/k$ in atomic units. Throughout, $\rho>0$, $l\ge0$ is an integer, powers are principal, and

$$a=l+1+i\eta,\quad b=2l+2,\quad c=a-b+1=-l+i\eta,\quad z=-2i\rho .$$

Because $\eta$ is real, $b-a=a^*$. With $(x)_n=x(x+1)\cdots(x+n-1)$, the confluent hypergeometric functions are

$$M(a,b,z)=\sum_{n=0}^\infty\frac{(a)_n}{(b)_n}\frac{z^n}{n!},\qquad z^aU(a,b,z)=\frac1{\Gamma(a)}\int_0^\infty e^{-x}x^{a-1}\left(1+\frac xz\right)^{b-a-1}dx .$$

For $z>0$ the second definition is the Laplace integral $\Gamma(a)U=\int_0^\infty e^{-z\tau}\tau^{a-1}(1+\tau)^{b-a-1}d\tau$ with $x=z\tau$; the form in $x$ is analytic for $|\arg z|<\pi$ and so reaches $z=-2i\rho$. There $x/z=ix/2\rho$ and $b-a-1=l-i\eta$, so that

$$f(\rho)\equiv z^aU(a,b,z)=\frac1{\Gamma(a)}\int_0^\infty e^{-x}x^{a-1}\left(1+\frac{ix}{2\rho}\right)^{l-i\eta}dx.\tag{2}$$

The Gamma function has no zeros or poles on the line $\operatorname{Re}a=l+1$, so $\Gamma(a)=|\Gamma(a)|e^{i\sigma_l}$ defines $\sigma_l(\eta)=\arg\Gamma(l+1+i\eta)$ modulo $2\pi$; the branch is fixed by continuity in $\eta$ from $\sigma_l(0)=0$. Finally

$$\theta_l=\rho-\eta\ln2\rho-\frac{l\pi}2+\sigma_l,\qquad \Phi_l=\rho^{l+1}e^{i\rho}M(a,b,-2i\rho),\qquad H_l^+=e^{i\theta_l}f .$$

## Theorem

Let $F_l=C_l\Phi_l$ and $G_l=\operatorname{Re}H_l^+$, with

$$C_l(\eta)=\frac{2^le^{-\pi\eta/2}\,|\Gamma(l+1+i\eta)|}{(2l+1)!}.\tag{3}$$

For fixed real $\eta$ and fixed $l$:

(a) $F_l$ and $G_l$ are real solutions of (1), $F_l=C_l\rho^{l+1}[1+O(\rho)]$ at the origin, and $H_l^+=G_l+iF_l$.

(b) As $\rho\to\infty$, $F_l=\sin\theta_l+O(1/\rho)$ and $G_l=\cos\theta_l+O(1/\rho)$. If $N>0$ and $\delta$ are constants with $N\Phi_l-\sin(\rho-\eta\ln2\rho-l\pi/2+\delta)\to0$, then $N=C_l$ and $\delta=\sigma_l$ modulo $2\pi$.

(c) $F_l'G_l-F_lG_l'=1$ for all $\rho>0$.

## Lemmas

**Lemma 1.** $u=\rho^{l+1}e^{i\rho}w$ solves (1) if and only if $w$ solves Kummer's equation $zw_{zz}+(b-z)w_z-aw=0$.

*Proof.* Let $g=\rho^{l+1}e^{i\rho}$. Then $g'/g=(l+1)/\rho+i$, and $g''/g=(g'/g)^2+(g'/g)'=l(l+1)/\rho^2+2i(l+1)/\rho-1$. Insert $u''=gw''+2g'w'+g''w$ into (1). The terms $\pm1$ and $\pm l(l+1)/\rho^2$ cancel, and multiplication by $\rho/g$ leaves

$$\rho w''+(2l+2+2i\rho)w'+2i(l+1+i\eta)w=0,$$

since $-2\eta=2i\cdot i\eta$. With $d/d\rho=-2i\,d/dz$ and $\rho=iz/2$ the three terms become $-2izw_{zz}$, $-2i(b-z)w_z$ and $2iaw$. Division by $-2i$ ends the proof. $\square$

**Lemma 2.** $\Phi_l$ is a real solution of (1). A second solution is $\Psi_l=\Phi_l\int_\rho^{\rho_0}d\rho'/\Phi_l^2$ for small $\rho_0$; it obeys $\Phi_l'\Psi_l-\Phi_l\Psi_l'=1$ and $\rho^l\Psi_l\to1/(2l+1)$, and it contains $\ln\rho$ when $\eta\ne0$.

*Proof.* A series $w=\sum w_nz^n$ solves Kummer's equation when $(n+1)(n+b)w_{n+1}=(n+a)w_n$, which with $w_0=1$ is $M$; the ratio of terms falls as $|z|/n$, so $M$ is entire. Hence $\Phi_l=\rho^{l+1}\sum d_n\rho^n$ with $d_0=1$ solves (1). The coefficient of $\rho^{n+l-1}$ in (1) is $[(n+l+1)(n+l)-l(l+1)]d_n-2\eta d_{n-1}+d_{n-2}$, so

$$n(n+2l+1)\,d_n=2\eta\,d_{n-1}-d_{n-2},\qquad d_{-1}=0 .$$

All $d_n$ are real, and $d_1=\eta/(l+1)$. For $\rho_0$ below the first positive zero of $\Phi_l$, call the integral $I$. Then $\Psi_l'=\Phi_l'I-1/\Phi_l$, which gives the Wronskian 1, and $\Psi_l''=\Phi_l''I-\Phi_l'/\Phi_l^2+\Phi_l'/\Phi_l^2=\Phi_l''I$, so $\Psi_l$ solves (1). As $1/\Phi_l^2$ is $\rho^{-2l-2}$ times a power series starting with 1, the leading term of $I$ is $\rho^{-2l-1}/(2l+1)$, and a $\rho^{-1}$ term in the integrand produces $\ln\rho$. If that term were absent, $\Psi_l$ would be $\rho^{-l}$ times a power series, that is $w=z^{1-b}\sum v_nz^n$ with $v_0\ne0$. Kummer's equation requires of such a series $n(n-2l-1)v_n=(n-1+c)v_{n-1}$. At $n=2l+1$ the left side vanishes, while the right side is a nonzero multiple of

$$(c)_{2l+1}=\prod_{j=-l}^{l}(j+i\eta)=i\eta\prod_{j=1}^l\left[-(j^2+\eta^2)\right],$$

which is nonzero for $\eta\neq0$. The logarithm is therefore present. $\square$

Every solution is $\alpha\Phi_l+\beta\Psi_l$, so the solution vanishing as $\rho^{l+1}$ is unique up to a factor. For $\eta\ne0$ the lemma also shows why a second series of type $M$ cannot define $G_l$; the function $U$ takes its place.

**Lemma 3.** With $K(t)=e^{zt}t^{a-1}(1-t)^{a^*-1}$,
$$\int_0^1K\,dt=\frac{|\Gamma(a)|^2}{(2l+1)!}\,M(a,b,z).$$

*Proof.* On $[0,1]$, $|t^{a-1}(1-t)^{a^*-1}|=t^l(1-t)^l\le1$ and the series of $e^{zt}$ converges uniformly, so it may be integrated term by term. The Beta integral gives $\int_0^1t^{a+n-1}(1-t)^{b-a-1}dt=\Gamma(a+n)\Gamma(b-a)/\Gamma(b+n)=[\Gamma(a)\Gamma(a^*)/\Gamma(b)]\,(a)_n/(b)_n$. Finally $\Gamma(a^*)=\Gamma(a)^*$ and $\Gamma(b)=(2l+1)!$. $\square$

**Lemma 4.** Let $L=\int K\,dt$ along $t=-is$, $0<s<\infty$. Then $L$ solves Kummer's equation, and $L=e^{-i\pi a/2}(2\rho)^{-a}\Gamma(a)f$.

*Proof.* Each $\partial_z$ multiplies $K$ by $t$, so the Kummer operator gives $[zt^2+(b-z)t-a]K$. On the other hand

$$\partial_t\left[e^{zt}t^a(1-t)^{b-a}\right]=\left[zt(1-t)+a(1-t)-(b-a)t\right]K=-\left[zt^2+(b-z)t-a\right]K .$$

On the path $|e^{zt}|=e^{s\operatorname{Im}z}$ decays for $\operatorname{Im}z<0$, which permits differentiation under the integral. The Kummer operator applied to $L$ is thus minus the end values of the bracket, which vanish at $s=0$ as $s^{l+1}$ and at infinity as $e^{-2\rho s}$ times a power. On the path $t=e^{-i\pi/2}s$, $dt=e^{-i\pi/2}ds$ and $1-t=1+is$, so

$$L=e^{-i\pi a/2}\int_0^\infty e^{-2\rho s}s^{a-1}(1+is)^{a^*-1}ds,\tag{4}$$

and $x=2\rho s$ turns this into (2) with the stated factor. $\square$

**Lemma 5.** $\int_0^1K\,dt=L+e^{-2i\rho}L^*$.

*Proof.* The cuts of $K$ lie on $t<0$ and $t>1$, so $K$ is analytic inside the half-strip $0<\operatorname{Re}t<1$, $\operatorname{Im}t<0$, where $-\pi/2<\arg t<0$ and $0<\arg(1-t)<\pi/2$. Near the corners $K$ is bounded, because $|t^{a-1}|=|t|^le^{-\eta\arg t}$ and likewise at $t=1$, so small arcs round the corners contribute nothing in the limit. Cauchy's theorem replaces $[0,1]$ by the path $0\to-iS\to1-iS\to1$. On the middle side $|e^{zt}|=e^{-2\rho S}$ beats a power of $S$, and the side drops out as $S\to\infty$. The first side gives $L$. On the last, $t=1-is$ with $s$ running from $\infty$ to $0$, $zt=-2i\rho-2\rho s$, $1-t=e^{i\pi/2}s$ and $dt=-i\,ds$. Reversing the limits turns $-i$ into $+i=e^{i\pi/2}$, and the side equals

$$e^{-2i\rho}\,e^{i\pi a^*/2}\int_0^\infty e^{-2\rho s}s^{a^*-1}(1-is)^{a-1}ds ,$$

which is $e^{-2i\rho}$ times the complex conjugate of (4). $\square$

**Lemma 6.** $|f-1|\le B(\rho)$ and $|f'|\le B(\rho)/\rho$, where
$$B=\frac{|c|\,e^{\pi|\eta|/2}}{2\rho\,|\Gamma(a)|}\int_0^\infty e^{-x}x^{l+1}\left(1+\frac x{2\rho}\right)^ldx=O(1/\rho),$$
and
$$f=1+\frac{ac}{2i\rho}+\frac{a(a+1)c(c+1)}{2(2i\rho)^2}+O(\rho^{-3}).\tag{5}$$

*Proof.* Put $p=l-i\eta=-c$ and $y=x/2\rho\ge0$. For any integer $m\geq1$, $|(1+iy)^{p-m}|=|1+iy|^{l-m}e^{\eta\arctan y}\le(1+y)^le^{\pi|\eta|/2}$, because $1\le|1+iy|\le1+y$. Since $(1+iy)^p-1=\int_0^yip(1+iy')^{p-1}dy'$, its modulus is at most $|p|\,y(1+y)^le^{\pi|\eta|/2}$. Inserting this in (2), with $\int_0^\infty e^{-x}x^{a-1}dx=\Gamma(a)$ and $|x^{a-1}|=x^l$, gives the first bound. The integral in $B$ does not increase with $\rho$ (for $l=0$ it is constant), so $B=O(1/\rho)$. Next, $\partial_\rho(1+iy)^p=p(1+iy)^{p-1}(-iy/\rho)$ has modulus at most $1/\rho$ times the same bound. For (5), Taylor's formula gives terms $\binom pn(iy)^n$ with $\binom pn=(-1)^n(c)_n/n!$, and a remainder after order $n$ bounded by a constant times $y^{n+1}(1+y)^l$. With $\int_0^\infty e^{-x}x^{a+n-1}dx=(a)_n\Gamma(a)$ and $(-i)^n=i^{-n}$, the $n$th term is $(a)_n(c)_n/[n!\,(2i\rho)^n]$. $\square$

The ratio of successive terms grows as $n/2\rho$, so for $\eta\ne0$ the series is asymptotic and divergent; for $\eta=0$ it ends at $n=l$.

## Proof of the theorem

(a) Multiply Lemma 5 by $e^{i\rho}$: the right side becomes $e^{i\rho}L+(e^{i\rho}L)^*=2\operatorname{Re}(e^{i\rho}L)$. The factors of $L$ split into moduli and phases,

$$e^{-i\pi a/2}=e^{\pi\eta/2}\,(-i)\,e^{-il\pi/2},\quad(2\rho)^{-a}=(2\rho)^{-l-1}e^{-i\eta\ln2\rho},\quad\Gamma(a)=|\Gamma(a)|e^{i\sigma_l},$$

and the phases assemble into $\theta_l$:

$$\rho^{l+1}e^{i\rho}L=-i\,\frac{e^{\pi\eta/2}|\Gamma(a)|}{2^{l+1}}\,H_l^+ .\tag{6}$$

By Lemmas 1 and 4 the left side solves (1), so $H_l^+$ does; the coefficients of (1) are real, so its real and imaginary parts do separately. With $\operatorname{Re}(-iX)=\operatorname{Im}X$ and Lemma 3,

$$\Phi_l=\frac{(2l+1)!}{|\Gamma(a)|^2}\cdot2\cdot\frac{e^{\pi\eta/2}|\Gamma(a)|}{2^{l+1}}\operatorname{Im}H_l^+=\frac{\operatorname{Im}H_l^+}{C_l}.$$

This holds exactly at every $\rho>0$, and Lemma 2 supplies the behaviour at the origin.

(b) $|H_l^+-e^{i\theta_l}|=|f-1|\le B$, and real and imaginary parts give the two limits. For the uniqueness, let $\epsilon=\delta-\sigma_l$. The hypothesis becomes $(N/C_l-\cos\epsilon)\sin\theta_l-\sin\epsilon\cos\theta_l\to0$. As $\theta_l'=1-\eta/\rho\to1$, the angle passes through every value modulo $2\pi$ infinitely often, so both coefficients vanish. Then $\cos\epsilon=\pm1$, and $N>0$ selects $\cos\epsilon=1$ and $N=C_l$.

(c) By (1), $(F'G-FG')'=F''G-FG''=0$, since both second derivatives are the same function times $F$ and $G$. The constant may be read at infinity. The imaginary part of $(G'+iF')(G-iF)$ is $F'G-FG'$, and $H^{+\prime}=e^{i\theta}(i\theta'f+f')$, so

$$F'G-FG'=\operatorname{Im}\left(H^{+\prime}H^{+*}\right)=\left(1-\frac\eta\rho\right)|f|^2+\operatorname{Im}(f'f^*)\;\to\;1$$

by Lemma 6. $\square$

## Remarks and corollaries

*Conventions.* The value $+1$ belongs to the order $F'G-FG'$ and to derivatives in $\rho$; with $d/dr$ the value is $k$. By (c) $F_l$ and $G_l$ are independent, and the argument of (b) shows that a combination $\alpha F_l+\beta G_l$ tending to zero has $\alpha=\beta=0$. A solution is therefore fixed by its asymptotic form, and $G_l$ is the only one tending to $\cos\theta_l$.

*The phase.* For $\eta\ne0$ the term $-\eta\ln2\rho$ grows in magnitude without limit, so the wave never settles to a fixed shift against $\sin(\rho-l\pi/2)$, and $\sigma_l$ is a phase shift only relative to the logarithmically distorted wave. The factor 2 in the logarithm is inherited from $z=-2i\rho$; writing $\ln\rho$ would move $-\eta\ln2$ into the constant. Writing $H^+=|H^+|e^{i\varphi}$ turns (c) into $|H^+|^2\varphi'=1$, which is conservation of the outgoing flux. From $ac=-\eta^2-l(l+1)+i\eta$,

$$\frac{ac}{2i\rho}=\frac{\eta}{2\rho}+i\,\frac{\eta^2+l(l+1)}{2\rho},\tag{7}$$

so to first order in $1/\rho$ the amplitude is $1+\eta/2\rho$ and the phase runs ahead of $\theta_l$ by $[\eta^2+l(l+1)]/2\rho$. The first correction to the limits in (b) is small only when $2\rho\gg|ac|=\sqrt{(l+1)^2+\eta^2}\sqrt{l^2+\eta^2}$. The limit is not uniform in $l$ or $\eta$; at fixed $r$ it fails as $k\to0$, where $\eta^2/\rho\propto k^{-3}$.

*The origin.* In (2) write $1+iy=iy(1-i/y)$; the arguments $\pi/2$ and $\arg(1-i/y)\in(-\pi/2,0)$ add to $\arctan y$, so the principal power factorizes. Now $(ix/2\rho)^{l-i\eta}=e^{il\pi/2}e^{\pi\eta/2}x^{l-i\eta}(2\rho)^{-l}e^{i\eta\ln2\rho}$, while $e^{i\theta_l}/\Gamma(a)=e^{i\rho}e^{-i\eta\ln2\rho}e^{-il\pi/2}/|\Gamma(a)|$, and $x^{a-1}x^{l-i\eta}=x^{2l}$. Hence

$$H_l^+=\frac{e^{i\rho}e^{\pi\eta/2}}{(2\rho)^l|\Gamma(a)|}\int_0^\infty e^{-x}x^{2l}\left(1-\frac{2i\rho}x\right)^{l-i\eta}dx .$$

The integrand is bounded by $e^{-x}x^l(x+2\rho)^le^{\pi|\eta|/2}$, so by dominated convergence the integral tends to $(2l)!$, and $\rho^lG_l\to(2l)!\,e^{\pi\eta/2}/(2^l|\Gamma(a)|)=1/[(2l+1)C_l]$. Comparison with Lemma 2 gives $G_l=\Psi_l/C_l+\alpha\Phi_l$, and then $F'G-FG'=C_l\cdot C_l^{-1}\cdot1=1$. This second proof of (c) uses no information from large $\rho$. For $l=0$, $1/\Phi_0^2=\rho^{-2}[1-2\eta\rho+O(\rho^2)]$ gives $I=1/\rho+2\eta\ln\rho+O(1)$, so

$$C_0G_0=1+2\eta\rho\ln\rho+O(\rho),\qquad C_0G_0'=2\eta\ln\rho+O(1).\tag{8}$$

The second relation follows from $\Psi_0'=\Phi_0'I-1/\Phi_0$, in which the $1/\rho$ terms cancel. $G_0$ is finite at the origin, and for $\eta\ne0$ its slope diverges logarithmically.

*Closed forms for $C_l$.* The reflection formula gives $|\Gamma(1+i\eta)|^2=i\eta\,\Gamma(i\eta)\Gamma(1-i\eta)=i\pi\eta/\sin(i\pi\eta)=\pi\eta/\sinh\pi\eta$, and multiplication by $e^{-\pi\eta}$ gives

$$C_0^2=\frac{2\pi\eta}{e^{2\pi\eta}-1}.$$

From $\Gamma(l+1+i\eta)=(l+i\eta)\Gamma(l+i\eta)$ and $(2l+1)!/(2l-1)!=2l(2l+1)$,

$$C_l=C_{l-1}\frac{\sqrt{l^2+\eta^2}}{l(2l+1)},\qquad\sigma_l=\sigma_{l-1}+\arctan\frac\eta l .$$

Since $F_0/\rho\to C_0$ while the free wave $\sin\rho/\rho\to1$, $C_0^2$ is the contact density relative to a free s wave of equal asymptotic amplitude. The modulus $|\Gamma(a)|$ is even in $\eta$, so $C_l^2(-\eta)/C_l^2(\eta)=e^{2\pi\eta}$ for every $l$. This is the ratio of the opening paragraph, and its source is the factor $|e^{-i\pi a/2}|=e^{\pi\eta/2}$ produced by turning the contour through a right angle. For $\eta\to-\infty$, $C_0^2\to2\pi|\eta|\propto1/v$. For $\eta\to+\infty$, $C_0\to\sqrt{2\pi\eta}\,e^{-\pi\eta}$, whose exponent equals the barrier integral $\int_0^{2\eta}\sqrt{2\eta/\rho-1}\,d\rho=4\eta\int_0^{\pi/2}\cos^2\phi\,d\phi=\pi\eta$, obtained with $\rho=2\eta\sin^2\phi$.

*The branch of $\sigma_0$.* The Weierstrass product $1/\Gamma(1+s)=e^{\gamma s}\prod_n(1+s/n)e^{-s/n}$ at $s=i\eta$, with $\gamma$ Euler's constant, has factors of phase $\gamma\eta$ and $\arctan(\eta/n)-\eta/n$, so

$$\sigma_0=-\gamma\eta+\sum_{n=1}^\infty\left[\frac\eta n-\arctan\frac\eta n\right].$$

The terms fall as $\eta^3/3n^3$, so the sum is continuous, odd in $\eta$ and zero at $\eta=0$; it is the chosen branch. At small $\eta$ the sign of $\sigma_0$ is opposite to that of $\eta$. At $\eta=5$ the continuous value is $3.815899$ rad, while the phase read from a numerical solution of (1) and reduced to the principal range is $-2.467287$ rad; they differ by $2\pi$ and give the same $F$ and $G$.

*Free limit.* At $\eta=0$, $\sigma_l=0$, and $(2l+1)!=(2l+1)!!\,2^ll!$ gives $C_l=1/(2l+1)!!$. The spherical Bessel functions give solutions $\rho j_l\to\sin(\rho-l\pi/2)$ and $-\rho y_l\to\cos(\rho-l\pi/2)$, so uniqueness yields $F_l=\rho j_l$ and $G_l=-\rho y_l$.

*Limits of validity.* For $E<0$, $k$ and $\eta$ are imaginary, $b-a\ne a^*$, and the conjugation in Lemma 5 fails. The logarithm in $\theta_l$ requires the $1/r$ potential to continue to infinity, and $C_l$ requires it to continue to the origin; screening, finite nuclear size and relativity are outside (1).

## Example: electron and positron on a proton

The model is (1) with a point proton; the digits describe that model and not the physical system with its relativistic corrections. In atomic units $E=0.2$ hartree and $\mu=0.9994557\,m_e$, so $k=\sqrt{2\times0.9994557\times0.2}=0.632283$ bohr$^{-1}$ and $\eta=\mp0.9994557/0.6322834=\mp1.580708$ for the electron and the positron. Then $e^{-\pi\eta/2}$ is $11.976795$ and $0.083495$, and $|\Gamma(l+1+i\eta)|=0.263139,\ 0.492193,\ 1.254719$ for $l=0,1,2$ in both cases. For the electron (3) gives $C_0=11.976795\times0.263139=3.1516$, $C_1=2\times11.976795\times0.492193/6=1.9650$ and $C_2=4\times11.976795\times1.254719/120=0.50092$. For the positron $C_0=0.083495\times0.263139=0.021971$.

| $l$ | $C_l$, electron | $C_l$, positron | $\sigma_l$, positron (rad) |
|---|---|---|---|
| 0 | 3.151566 | $2.197076\times10^{-2}$ | $-0.125087$ |
| 1 | 1.964964 | $1.369851\times10^{-2}$ | $0.881643$ |
| 2 | 0.500917 | $3.492084\times10^{-3}$ | $1.550475$ |

The electron phases are the negatives of these. The recurrences are visible in the table: $3.151566\times0.623488=1.96496$, and $0.881643+0.668832=1.550475$ rad. With $2\pi|\eta|=9.93188$ and $e^{2\pi|\eta|}=2.05761\times10^4$, the contact factors are $9.93188/(1-1/20576.1)=9.9324$ and $9.93188/20575.1=4.8271\times10^{-4}$.

At $r=10$ bohr, $\rho=6.322834$, $\ln2\rho=2.537315$ and $|\eta|\ln2\rho=4.01075$. For $l=0$ the electron has $\theta_0=6.32283+4.01075+0.12509=10.4587$ rad and the positron $\theta_0=6.32283-4.01075-0.12509=2.1870$ rad. The Wronskian for the electron is $(-0.394873)(-0.313751)-(-0.847901)(1.033267)=0.123892+0.876108=1.000000$, and for the positron $(-0.648439)(-0.865547)-(0.802868)(-0.546473)=0.561254+0.438746=1.000000$.

For $l\le2$ and both charges this radius lies beyond the classical turning point $\rho_t=\eta+\sqrt{\eta^2+l(l+1)}$, the largest being $4.496$ for the positron at $l=2$, yet it is not asymptotic. For the electron at $l=2$, $F_2=-0.0294$ whereas $\sin\theta_2=-0.5985$. With $G_2=0.9273$ the true phase is $2\pi+\arctan(-0.029382/0.927334)=6.252$ rad, which is $0.610$ rad ahead of $\theta_2=5.642$ rad. Equation (7), with $\eta^2=2.4986$, gives $(2.4986+6)/12.6457=0.672$ rad, so the first-order advance has the right sign and exceeds the actual one by a tenth of it. The s-wave amplitudes $\sqrt{F_0^2+G_0^2}$ are $0.904$ (electron) and $1.181$ (positron), against $1+\eta/2\rho=0.875$ and $1.125$ at first order.

For $l=0$, $|ac|/2\rho$ is $0.2338$, $2.3381\times10^{-2}$ and $2.3381\times10^{-3}$ at 10, 100 and 1000 bohr, the same for both charges, while the computed $|f-1|$ lies below it for the electron ($0.1981$, $2.2952\times10^{-2}$, $2.3337\times10^{-3}$) and above it for the positron ($0.2879$, $2.3829\times10^{-2}$, $2.3425\times10^{-3}$). The asymmetry follows from (5). The second term relative to the first is $(2+i\eta)(1+i\eta)/4i\rho=(2-\eta^2+3i\eta)/4i\rho$, with real part $3\eta/4\rho$, so $|f-1|=(|ac|/2\rho)[1+3\eta/4\rho+O(\rho^{-2})]$. At $\rho=632.283$, $3|\eta|/4\rho=0.001875$, and $2.3381\times(1\mp0.001875)=2.3337$ and $2.3425$.

At $r=0.001$ bohr, $\eta\rho=\mp0.0009995$, and Lemma 2 predicts $F_0/C_0\rho=1+\eta\rho$ at first order, in agreement with $0.999001$ and $1.001000$. The products $C_0G_0$ are $1.012029$ and $0.987940$. With $\ln\rho=2.537315-\ln2-4\ln10=-7.3662$, the logarithmic term of (8) is $\pm0.0147$. It has the sign of the deviations from 1 and overshoots them by $0.0027$, which is left to the $O(\rho)$ term whose coefficient is not derived here.

The numerical check tests these results by a road free of Gamma functions: it integrates (1) from the series of Lemma 2, matches at $\rho=30$ to $e^{i(\rho-\eta\ln2\rho)}$ times a series obtained from (1) itself, and asserts that the measured $C_l$ and $e^{i(\sigma_l-l\pi/2)}$ agree with the formulas to $10^{-8}$ relative to their moduli. It also asserts Lemmas 3 and 5 and the bound on $|f-1|$ by quadrature at $\rho=0.8$ and $4$, and the Wronskian by finite differences to $10^{-11}$ at $\rho=0.05$, $3$ and $30$, for seven pairs $(l,\eta)$.

## Computed results

```
E = 0.2 hartree = 5.4423 eV; mu = 0.9994557 m_e
k = 0.632283 1/bohr; r = 10.0 bohr; rho = 6.322834; ln(2 rho) = 2.537315
eta, rho, C, F, G, W, f are dimensionless; phases in rad
--- electron-proton: eta = -1.580708, exp(-pi eta/2) = 11.976795
C_0^2: closed form 9.932367e+00, from ODE 9.932367e+00
l=0 |Gamma| = 0.263139, C = 3.151566e+00, C(ODE) = 3.151566e+00
l=0 sigma = 0.125087 rad, sigma(ODE) = 0.125087 rad, turning rho = 0.0000
l=0 theta = 10.458676 rad, sin = -0.859299, cos = -0.511473
l=0 F = -0.847901, F' = -0.394873, G = -0.313751, G' = 1.033267, W = 1.0000000000
l=1 C_l/C_(l-1) = 0.623488, arctan(eta/l) = -1.006731 rad
l=1 |Gamma| = 0.492193, C = 1.964964e+00, C(ODE) = 1.964964e+00
l=1 sigma = -0.881643 rad, sigma(ODE) = -0.881643 rad, turning rho = 0.5403
l=1 theta = 7.881149 rad, sin = 0.999631, cos = -0.027164
l=1 F = 0.855967, F' = -0.368312, G = -0.313794, G' = -1.033248, W = 1.0000000000
l=2 C_l/C_(l-1) = 0.254924, arctan(eta/l) = -0.668832 rad
l=2 |Gamma| = 1.254719, C = 5.009172e-01, C(ODE) = 5.009172e-01
l=2 sigma = -1.550475 rad, sigma(ODE) = -1.550475 rad, turning rho = 1.3345
l=2 theta = 5.641521 rad, sin = -0.598530, cos = 0.801101
l=2 F = -0.029382, F' = 1.077105, G = 0.927334, G' = 0.039625, W = 1.0000000000
l=0 r = 10 bohr, rho = 6.323: |f-1| = 1.9805e-01, |ac|/2rho = 2.3381e-01
l=0 r = 100 bohr, rho = 63.228: |f-1| = 2.2952e-02, |ac|/2rho = 2.3381e-02
l=0 r = 1000 bohr, rho = 632.283: |f-1| = 2.3337e-03, |ac|/2rho = 2.3381e-03
l=0 r = 0.001 bohr: F/(C rho) = 0.999001, G C = 1.012029
--- positron-proton: eta = 1.580708, exp(-pi eta/2) = 0.083495
C_0^2: closed form 4.827144e-04, from ODE 4.827144e-04
l=0 |Gamma| = 0.263139, C = 2.197076e-02, C(ODE) = 2.197076e-02
l=0 sigma = -0.125087 rad, sigma(ODE) = -0.125087 rad, turning rho = 3.1614
l=0 theta = 2.186992 rad, sin = 0.816083, cos = -0.577934
l=0 F = 0.802868, F' = -0.648439, G = -0.865547, G' = -0.546473, W = 1.0000000000
l=1 C_l/C_(l-1) = 0.623488, arctan(eta/l) = 1.006731 rad
l=1 |Gamma| = 0.492193, C = 1.369851e-02, C(ODE) = 1.369851e-02
l=1 sigma = 0.881643 rad, sigma(ODE) = 0.881643 rad, turning rho = 3.7017
l=1 theta = 1.622926 rad, sin = 0.998642, cos = -0.052106
l=1 F = 1.093054, F' = -0.398936, G = -0.512491, G' = -0.727822, W = 1.0000000000
l=2 C_l/C_(l-1) = 0.254924, arctan(eta/l) = 0.668832 rad
l=2 |Gamma| = 1.254719, C = 3.492084e-03, C(ODE) = 3.492084e-03
l=2 sigma = 1.550475 rad, sigma(ODE) = 1.550475 rad, turning rho = 4.4960
l=2 theta = 0.720961 rad, sin = 0.660107, cos = 0.751172
l=2 F = 1.262009, F' = -0.003395, G = 0.126049, G' = -0.792726, W = 1.0000000000
l=0 r = 10 bohr, rho = 6.323: |f-1| = 2.8792e-01, |ac|/2rho = 2.3381e-01
l=0 r = 100 bohr, rho = 63.228: |f-1| = 2.3829e-02, |ac|/2rho = 2.3381e-02
l=0 r = 1000 bohr, rho = 632.283: |f-1| = 2.3425e-03, |ac|/2rho = 2.3381e-03
l=0 r = 0.001 bohr: F/(C rho) = 1.001000, G C = 0.987940
C_0^2 ratio electron/positron = 2.05761e+04, exp(2 pi |eta|) = 2.05761e+04
eta = 5: sigma_0 continuous = 3.815899 rad, principal (ODE) = -2.467287 rad
```
